# Tunnelling conductance of a thick oxide residue in a via

## Part I. The conductance formula

### Definitions and conventions

An oxide film of uniform thickness $d$ separates two pieces of the same metal. The $z$ axis is normal to the film, which occupies $0<z<d$. The film is uniform in the plane, so an electron keeps its transverse wave vector $\mathbf k=(k_x,k_y)$ on crossing it; $k$ is the magnitude of $\mathbf k$.

The electronic charge is $-e$ with $e>0$, $h$ is Planck's constant and $\hbar=h/(2\pi)$. The metal is free-electron-like, with mass $m$ and Fermi wave number $k_F$. In the oxide the electron has the isotropic effective mass $m_{ox}$ and the constant potential energy $U$. The barrier height is measured from the common Fermi level $E_F$:

$$\phi=U-E_F>0,\qquad \kappa=\frac{\sqrt{2m_{ox}\phi}}{\hbar}.$$

Conductance $G$ means current divided by voltage as the voltage tends to zero, and $A$ is the film area. Temperature is zero until stated otherwise. Electrons cross independently and elastically, without defects in the oxide. Both spins are counted.

The result to be derived is

$$\frac GA\simeq\frac{2e^2}{h}\,\frac{\kappa}{4\pi d}\,e^{-2\kappa d}.\tag{1}$$

It is the thick-film limit of a model in which the transmission is the WKB exponential with prefactor one. A barrier with perfectly abrupt faces has a further factor, which in general does not tend to one as the film thickens. That factor is derived in Part II.

### From occupied states to conductance

An electron incident from the left has wave number $k_z>0$ and velocity

$$v_z=\frac1\hbar\frac{\partial E}{\partial k_z}.$$

Per unit volume there are $2\,d^3k/(2\pi)^3$ states, the 2 being for spin. Each occupied state carries particle flux $v_z$, of which a fraction $T(E,k)$ crosses the film. Electrons from the right have the same transmission at the same $E$ and $k$. With occupations $f_L$ and $f_R$, the magnitude of the net current density is therefore

$$J=2e\int\frac{d^2k}{(2\pi)^2}\int_{k_z>0}\frac{dk_z}{2\pi}\,v_z\,T(E,k)\,(f_L-f_R).$$

At fixed $\mathbf k$, the definition of velocity gives $v_z\,dk_z=dE/\hbar$. The velocity cancels the one-dimensional density of states. Since $1/(2\pi\hbar)=1/h$,

$$J=\frac{2e}{h}\int dE\,(f_L-f_R)\int\frac{d^2k}{(2\pi)^2}\,T(E,k).$$

At zero temperature and small voltage $V$, the difference $f_L-f_R$ is one in an energy window of width $eV$ at the Fermi level and zero elsewhere. The energy integral gives a factor $eV$. Division by $V$ leaves

$$\frac GA=\frac{2e^2}{h}\,N,\qquad N=\int_{k<k_F}\frac{d^2k}{(2\pi)^2}\,T(E_F,k).\tag{2}$$

The limit $k<k_F$ appears because the metal has no propagating state at $E_F$ with a larger transverse wave number. The quantity $N$ is a transmission sum per area, with the dimension of inverse area.

If every state crosses, $T=1$ and

$$N_{clean}=\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{4\pi}.\tag{3}$$

Even a clean contact thus has a finite conductance per area, because a metal offers a finite number of channels. Equation (3) will serve as the reference for a via without residue.

### Decay inside the oxide

Inside the film the wave function is $e^{i(k_xx+k_yy)}\psi(z)$. At energy $E_F$ the effective-mass equation reads

$$-\frac{\hbar^2}{2m_{ox}}\left(\frac{d^2\psi}{dz^2}-k^2\psi\right)+U\psi=E_F\psi.$$

Moving all terms except the second derivative to the right gives

$$\frac{d^2\psi}{dz^2}=\left[\frac{2m_{ox}(U-E_F)}{\hbar^2}+k^2\right]\psi .$$

The solutions are $e^{\pm\kappa_zz}$, with

$$\kappa_z(k)=\sqrt{\kappa^2+k^2}.\tag{4}$$

Transverse motion makes the decay faster. The total energy is fixed at $E_F$, and a part $\hbar^2k^2/(2m_{ox})$ of it must be assigned to motion in the plane of the oxide. The mass that enters is $m_{ox}$, because the equation holds inside the oxide. The metal mass does not enter the decay constant, since the quantities conserved across the face are $E$ and $\mathbf k$.

### The WKB transmission

The prefactor of the transmission depends on the faces, so its origin must be visible. Suppose first that the potential and the mass change slowly near each face. The classical turning points $z_1$ and $z_2$ are the places where $\kappa_z$ vanishes, and the action integral is

$$S=\int_{z_1}^{z_2}\kappa_z(z)\,dz.$$

Away from the turning points the WKB wave has an amplitude proportional to the inverse square root of the local velocity, which keeps its flux constant. The mass is taken as constant close to each turning point.

Near $z_2$ the squared decay constant is linear, $\kappa_z^2=\alpha^3(z_2-z)$. With $s=\alpha(z_2-z)$ the wave equation becomes $d^2\psi/ds^2=s\psi$, whose solutions are the Airy functions. Let $\zeta=\tfrac23|s|^{3/2}$, which is the phase or decay integral measured from the turning point. On the metal side, where $s<0$, their asymptotic forms are

$$\mathrm{Ai}\simeq\frac{\sin(\zeta+\pi/4)}{\sqrt\pi\,|s|^{1/4}},\qquad \mathrm{Bi}\simeq\frac{\cos(\zeta+\pi/4)}{\sqrt\pi\,|s|^{1/4}} .$$

To the right of the barrier there must be only an outgoing wave. This selects $\mathrm{Bi}+i\,\mathrm{Ai}$, which is proportional to $e^{i\zeta}$. On the oxide side, where $s>0$,

$$\mathrm{Ai}\simeq\frac{e^{-\zeta}}{2\sqrt\pi\,s^{1/4}},\qquad \mathrm{Bi}\simeq\frac{e^{\zeta}}{\sqrt\pi\,s^{1/4}} .$$

Deep in the oxide $\mathrm{Bi}$ dominates. An outgoing wave of flux amplitude $t$ is therefore joined to an oxide wave of magnitude $|t|e^{\zeta}$, where $\zeta$ is the action from $z$ to $z_2$. Followed back to the left turning point, this magnitude is $|t|e^{S}$.

Seen from $z_1$, the same wave decays into the oxide as $|t|e^{S}e^{-\zeta}$, with $\zeta$ now measured from $z_1$. Its Airy form is $\mathrm{Ai}$ with coefficient $2|t|e^{S}$, because the decaying form of $\mathrm{Ai}$ carries a factor $1/2$. On the metal side this becomes $2|t|e^{S}\sin(\zeta+\pi/4)$. A sine is half the difference of two exponentials, so the incident part has magnitude $|t|e^{S}$. Setting the incident amplitude to one gives $|t|=e^{-S}$, hence

$$T=|t|^2=e^{-2S}.$$

The neglected terms are exponentially small in $S$ or come from departures from slow variation. For the rectangular film the action is taken from its flat interior, $S=\kappa_zd$, and

$$T_{WKB}(k)=e^{-2d\sqrt{\kappa^2+k^2}}.\tag{5}$$

This assignment is a model. It keeps the action of a rectangle and the unit prefactor of smooth faces. The two can hold together when each graded region is long compared with the decay length $1/\kappa$ but short compared with the film, and its effect on the action at $k=0$ is absorbed in an effective thickness $d$. The unit prefactor is approached slowly: with the parameters of Part II and cosine-shaped ramps of potential and mass from the metal values to the oxide values, the exact prefactor at $k=0$ is still about 1.3 for ramps four decay lengths wide and 1.15 for ramps eight decay lengths wide.

### The transverse integral

Insert (5) in (2). The integrand depends on the magnitude $k$ alone, so $d^2k=2\pi k\,dk$ and

$$N=\frac1{2\pi}\int_0^{k_F}k\,e^{-2d\sqrt{\kappa^2+k^2}}\,dk.$$

Use the decay constant itself as the variable: $q^2=\kappa^2+k^2$, so $q\,dq=k\,dk$. The limits become $q=\kappa$ and $q_m=\sqrt{\kappa^2+k_F^2}$:

$$N=\frac1{2\pi}\int_\kappa^{q_m}q\,e^{-2dq}\,dq.$$

Integration by parts gives

$$\int q\,e^{-2dq}\,dq=-\frac q{2d}e^{-2dq}+\frac1{2d}\int e^{-2dq}\,dq=-F(q),$$

$$F(q)=e^{-2dq}\left(\frac q{2d}+\frac1{4d^2}\right).$$

The transmission sum is therefore

$$N=\frac{F(\kappa)-F(q_m)}{2\pi}.\tag{6}$$

No thick-film approximation has been made since (5). The second term records the edge of the Fermi disc. Relative to the first it is suppressed by $e^{-2d(q_m-\kappa)}$, apart from an algebraic factor. When $d(q_m-\kappa)\gg1$ it may be dropped, and

$$N\simeq\frac1{2\pi}e^{-2\kappa d}\left(\frac{\kappa}{2d}+\frac1{4d^2}\right)
=\frac{\kappa}{4\pi d}e^{-2\kappa d}\left(1+\frac1{2\kappa d}\right).\tag{7}$$

If in addition $\kappa d\gg1$, the last bracket tends to one. Multiplication by $2e^2/h$ gives (1).

### Why the prefactor is $\kappa/(4\pi d)$

The same limit follows from an expansion that shows which electrons matter. For $k\ll\kappa$,

$$\sqrt{\kappa^2+k^2}=\kappa+\frac{k^2}{2\kappa}-\frac{k^4}{8\kappa^3}+\cdots .$$

Keeping the first two terms turns (5) into a Gaussian:

$$T_{WKB}(k)\simeq e^{-2\kappa d}\,e^{-dk^2/\kappa}.$$

For a thick film its width is small compared with both $\kappa$ and $k_F$, so the integral may be extended to infinity:

$$\int\frac{d^2k}{(2\pi)^2}e^{-dk^2/\kappa}
=\frac1{4\pi^2}\,\frac{\pi\kappa}{d}=\frac{\kappa}{4\pi d}.$$

Thus $\kappa/(4\pi d)$ is an effective number of channels per area, each with the normal-incidence transmission $e^{-2\kappa d}$. It does not depend on $k_F$: a metal with a larger Fermi disc adds states at large $k$, and these hardly cross.

In the Gaussian distribution the mean of $k^2$ is $\kappa/d$ and the mean of $k^4$ is $2(\kappa/d)^2$. The quartic term multiplies the transmission by approximately $1+dk^4/(4\kappa^3)$. Its mean contribution is

$$\frac{d}{4\kappa^3}\,\frac{2\kappa^2}{d^2}=\frac1{2\kappa d},$$

which reproduces the correction in (7).

The mean of $k^2$ can also be found without the Gaussian approximation. Put $q=\kappa+s$ and $a=1/(2d)$, and drop the Fermi-disc edge. The weight is $(\kappa+s)e^{-s/a}ds$, and $k^2=2\kappa s+s^2$. Since $\int_0^\infty s^ne^{-s/a}ds=n!\,a^{n+1}$,

$$\langle k^2\rangle=\frac{2\kappa^2a+6\kappa a^2+6a^3}{\kappa+a}.\tag{8}$$

For $a\ll\kappa$ this becomes $2\kappa a=\kappa/d$. The typical angle of incidence in the metal, measured from the normal, is then of order $\sqrt{\kappa/d}/k_F$. The film passes a cone of electrons that narrows as $d^{-1/2}$.

### Dependence on thickness and limits

Taking the logarithm of (1) and differentiating gives

$$\frac{d\ln(G/A)}{dd}=-2\kappa-\frac1d .$$

The first term is the loss in each channel. The second is the narrowing of the cone. A plot of $\ln(G/A)$ against thickness is therefore slightly steeper than $-2\kappa$ in this model; $\ln(dG/A)$ has the slope $-2\kappa$ at leading order.

Two limits show where (1) stops being usable. If $\kappa\to0$ at fixed $d$, equation (1) gives zero, whereas (7) tends to $1/(8\pi d^2)$, because the decay constant is then $k$ itself, and electrons with $k$ up to the order of $1/d$ still cross. If $d\to0$, equation (1) diverges, whereas (6) tends to the clean value $k_F^2/(4\pi)$. The finite Fermi disc removes the divergence. These are properties of the integral (6); they do not make WKB reliable for a very low or very thin barrier.

## Part II. Abrupt faces and a worked via

### Symbols and results carried over

The film has thickness $d$, barrier height $\phi$ above the Fermi level and electron mass $m_{ox}$. The metal has mass $m$ and Fermi wave number $k_F$. The conserved transverse wave number is $k$. The decay constant is $\kappa_z=\sqrt{\kappa^2+k^2}$, with $\kappa=\sqrt{2m_{ox}\phi}/\hbar$. The conductance per area is $(2e^2/h)N$, where $N$ is the transmission integrated over $d^2k/(2\pi)^2$. For the exponential WKB model,

$$N\simeq\frac{\kappa}{4\pi d}e^{-2\kappa d}\left(1+\frac1{2\kappa d}\right).$$

The expression without the last bracket is called the leading formula below, and the one with it the full WKB formula. A clean contact has $N_{clean}=k_F^2/(4\pi)$.

### The factor from abrupt faces

Now let the potential and mass jump at $z=0$ and $z=d$. The metal wave number normal to the film is $k_z=\sqrt{k_F^2-k^2}$. For an incident wave of unit amplitude,

$$\psi=\begin{cases}e^{ik_zz}+re^{-ik_zz},&z<0,\\ Ce^{-\kappa_zz}+De^{\kappa_zz},&0<z<d,\\ t\,e^{ik_z(z-d)},&z>d.\end{cases}$$

The function $\psi$ and the mass-weighted slope $\psi'/\text{mass}$ are continuous, which conserves the current. Define the velocity ratio

$$g=\frac{k_z/m}{\kappa_z/m_{ox}} .$$

At $z=d$ the two conditions are

$$Ce^{-\kappa_zd}+De^{\kappa_zd}=t,\qquad -Ce^{-\kappa_zd}+De^{\kappa_zd}=igt.$$

Half their difference and half their sum give

$$C=\frac t2(1-ig)e^{\kappa_zd},\qquad D=\frac t2(1+ig)e^{-\kappa_zd}.$$

At $z=0$ the conditions are

$$1+r=C+D,\qquad ig(1-r)=-C+D.$$

Multiply the first by $ig$ and add the second. The reflected amplitude cancels:

$$2ig=-(1-ig)C+(1+ig)D.$$

Substitution of $C$ and $D$ gives

$$t=\frac{4ig}{(1+ig)^2e^{-\kappa_zd}-(1-ig)^2e^{\kappa_zd}} .$$

For $\kappa_zd\gg1$ the first term in the denominator is negligible. The metals are the same on both sides, so $T=|t|^2$ and

$$T\simeq\frac{16g^2}{(1+g^2)^2}\,e^{-2\kappa_zd}.\tag{9}$$

As the film thickens, the electrons that matter approach $k=0$. The leading conductance of the abrupt barrier is therefore (1) multiplied by

$$T_0=\frac{16v_m^2v_{ox}^2}{(v_m^2+v_{ox}^2)^2},\qquad v_m=\frac{\hbar k_F}m,\quad v_{ox}=\frac{\hbar\kappa}{m_{ox}}.\tag{10}$$

The largest value of $T_0$ is 4, reached when $v_m=v_{ox}$. A value above one does not mean a transmission above one, since (9) also contains a small exponential. The factor falls below one when $g$ at $k=0$ lies outside the interval from $2-\sqrt3$ to $2+\sqrt3$, the roots of $g^2-4g+1=0$.

WKB misses this factor because it needs the potential to vary little over a decay length, and an abrupt face violates that condition however thick the film is. Thickness repairs the algebraic correction $1/(2\kappa d)$; it does not repair the faces.

### Resistance of the example via

A continuous oxide residue covers the bottom of an on-chip via of diameter 20 nm. The parameters are rough model values: $\phi=1.5$ eV, $m_{ox}=0.40$ free-electron masses, $d=1.5$ nm, $k_F=12$ nm$^{-1}$, and $m$ equal to the free-electron mass. The via area is $\pi(20\ \text{nm})^2/4=314.2$ nm$^2$.

These values give $\kappa=3.968$ nm$^{-1}$ and $\kappa d=5.953$. The decay length is $1/\kappa=0.25$ nm, so in a film of 1.5 nm a graded region cannot be both much longer than the decay length and much shorter than the film. The WKB values below are therefore a reference, not a description of particular faces. The two factors in the leading formula are

$$\frac{\kappa}{4\pi d}=0.2105\ \text{nm}^{-2},\qquad e^{-2\kappa d}=6.755\times10^{-6}.$$

With $2e^2/h=7.748\times10^{-5}$ S and $1\ \text{nm}^{-2}=10^{18}\ \text{m}^{-2}$,

$$\frac GA=(7.748\times10^{-5})(0.2105\times10^{18})(6.755\times10^{-6})
=1.10\times10^8\ \text{S/m}^2.$$

The inverse is a specific resistance of $9.1\times10^{-5}\ \Omega\,\text{cm}^2$. Division by the via area gives $R=28.9$ M$\Omega$.

The first correction is $1/(2\kappa d)=0.084$, so the full WKB formula gives 26.6 M$\Omega$. For the same via without oxide, (3) gives 3.6 $\Omega$. This is the ballistic contact resistance alone, without the resistance of the metal in the via.

The effective channel count explains the size of the result. The leading formula assigns $0.2105\times314.2\simeq66$ channels to the via, each with a transmission near seven in a million. Adding 0.1 nm of oxide, with all else fixed, raises the leading resistance by the factor

$$\frac{1.6}{1.5}\,e^{2\kappa(0.1\ \text{nm})}=2.36.$$

From (8), the root-mean-square transverse wave number is 1.76 nm$^{-1}$, compared with the leading estimate $\sqrt{\kappa/d}=1.63$ nm$^{-1}$. In the metal the former corresponds to an angle $\arcsin(1.76/12)\simeq8.4^\circ$ from the normal.

For abrupt faces, (10) gives $T_0=3.86$. Solving the matching equations numerically and integrating over $k$ gives a conductance 4.26 times the leading WKB value, or a resistance of 6.8 M$\Omega$. The choice of face model thus matters far more here than the 8.4 per cent thickness correction.

### Approach to the thick limit

The next table holds everything but $d$ fixed. Its second column is the numerical integral of (5) divided by the leading formula. Its third is the integral for abrupt faces divided by $T_0$ times the leading formula.

| $d$ (nm) | WKB ratio | Abrupt ratio |
|---:|---:|---:|
| 3 | 1.042 | 1.056 |
| 6 | 1.021 | 1.029 |
| 12 | 1.010 | 1.015 |
| 24 | 1.005 | 1.007 |

Both deviations fall as $1/d$. The second is larger because the face factor varies with angle. Let $u=g^2$. Differentiating the logarithm of $16u/(1+u)^2$ gives

$$\frac{d\ln T_0}{d\ln u}=\frac{1-u}{1+u},\qquad
\left.\frac{d\ln u}{d(k^2)}\right|_{k=0}=-\frac1{k_F^2}-\frac1{\kappa^2}.$$

In the example $u=1.46$ at $k=0$, so both derivatives are negative and their product is $0.0132$ nm$^2$. Multiplied by $\langle k^2\rangle\simeq\kappa/d$, it adds $0.053\ \text{nm}/d$ to the WKB correction $0.126\ \text{nm}/d$. At 24 nm the sum is 0.0074, in agreement with the last row.

### Image force and oxide bands

The remaining estimates change one assumption at a time. Their factors multiply the conductance of the full, flat WKB model, with the other inputs fixed.

An electron in the oxide attracts charge in both metals. For ideal metal planes, its images of opposite sign lie at $2nd-z$ and those of equal sign at $2nd+z$, with $n\ne0$ for the latter. The interaction energy carries a factor $1/2$ because the images are induced. Pairing positive and negative $n$ gives the barrier lowering

$$\Delta U(z)=\frac{e^2}{8\pi\varepsilon}\left[\frac1{2z}+\sum_{n=1}^{\infty}\left(\frac{nd}{n^2d^2-z^2}-\frac1{nd}\right)\right].$$

Here $\varepsilon$ is the oxide permittivity; a rough optical value of 4 relative to vacuum is used. The lowering is 0.166 eV at mid-film and grows towards the faces. Numerical integration of the resulting WKB action, with zero decay wherever the squared decay constant is negative, raises the conductance by a factor of 9.8.

A uniform lowering of 0.166 eV would, to first order in the exponent, give only $e^{\kappa d(0.166/1.5)}=1.9$. The rest comes mainly from the regions near the faces. There the estimate is weakest: the classical image energy diverges at a face, where a continuum description has no atomic-scale validity. The factor 9.8 shows strong sensitivity and is not a precise correction. The WKB estimate also leaves out the face factor. The lowered barrier crosses the Fermi level only about 0.06 nm from each face, a distance well below the decay length $1/\kappa=0.25$ nm, so this rounding does not make the faces smooth in the WKB sense. A face factor remains; it need not equal $T_0$, which was derived for a flat barrier.

The parabolic oxide band is another assumption. In a symmetric two-band model with gap $E_g$, an energy $\epsilon$ relative to the conduction-band edge obeys $\hbar^2K^2/(2m_{ox})=\epsilon(1+\epsilon/E_g)$, where $K$ is the total wave number. At $\epsilon=-\phi$ this gives

$$\kappa_{2b}=\kappa\sqrt{1-\phi/E_g}.$$

For a rough gap of 6 eV, the conductance rises by a factor of 4.3. This applies if 0.40 is the mass at the band edge. If the mass was chosen to reproduce the decay at the Fermi level, the effect is already included.

### Thickness, lateral size and temperature

Let the local thickness have a Gaussian spread of 0.1 nm root mean square, slowly varying in the plane. Averaging the local conductance numerically gives a factor of 1.46. The exponential alone would give $e^{2\kappa^2\sigma^2}=1.37$, where $\sigma$ is the spread. The algebraic prefactor adds weight to the thin places.

Lateral confinement acts the other way. In a square of side $L$ with hard walls, the transverse wave numbers are $\pi n/L$ with $n\ge1$. The missing $n=0$ term gives, in the Gaussian limit,

$$\sum_{n=1}^{\infty}e^{-d\pi^2n^2/(\kappa L^2)}\simeq\frac L2\sqrt{\frac{\kappa}{\pi d}}-\frac12 .$$

Each direction therefore loses a relative amount $\sqrt{\pi d/\kappa}/L$. A direct mode sum for a square of the via's area gives a factor of 0.89.

At temperature $\Theta$, the zero-temperature conductance is averaged over energy with weight $-\partial f/\partial E$, where $f$ is the Fermi function. Higher energies see a lower barrier. At $\Theta=378$ K the numerical average is 1.03 times the zero-temperature value. This calculation contains elastic tunnelling only, not thermally assisted motion through defects.

### Finite voltage

If the whole of a 0.7 V supply falls across the residue, zero-bias conductance is no longer enough. For an electron at energy $\epsilon$ below the left Fermi level, a uniform field gives the barrier $\phi+\epsilon-eVz/d$. Integrating the WKB transmission over $0<\epsilon<eV$ and over $k$ gives $J/V$ equal to 1.37 times the zero-bias value.

The field is $0.7\ \text{V}/1.5\ \text{nm}=4.7$ MV/cm, about half of the breakdown field of 10 MV/cm assumed here; the actual breakdown field depends on the oxide and its quality. That ratio does not establish a lifetime, since damage can build up below the breakdown field.

### The model beside a real via

The diameter and supply voltage are in the range of advanced on-chip wiring, and the oxide parameters are plausible rough values rather than data for a particular residue. They describe a wide-gap insulating oxide; copper oxides, with gaps of about 2 eV or less, are not represented by them. A working via of this size has a resistance of roughly tens of ohms. The calculated megohms therefore describe an electrically blocked contact. Continuity is an assumption that may fail: a real residue may be patchy, off stoichiometry or rich in defects. One fully open channel in parallel has a resistance $h/(2e^2)=12.9$ k$\Omega$ and conducts about 2200 times as much as the whole film in the leading formula. A single atomic-scale opening could thus lower the resistance from tens of megohms to about ten kilohms, still far above the clean value.

Equation (1) is useful for estimating the change of low-voltage resistance with the thickness of a continuous film when $\kappa d\gg1$, the faces stay the same and $\kappa$ is the actual decay constant at the Fermi level. With the two-band decay constant above, for example, 0.1 nm more oxide raises the resistance by a factor of 2.12 instead of 2.36; with the parabolic band and the image force in the WKB action, whose lowering itself depends on $d$, the factor is 2.29. Its absolute value is much less certain: in this example the separate estimates for the faces, the oxide band and the image force change the conductance by factors of about 4 to 10. An inference of thickness from one measured via resistance would also need evidence that tunnelling, rather than an opening or a defect path, carries the current.
